# Deposition Penalty from Ion Return in Magnetron Sputtering

## Two films, one power

Two titanium cathodes in argon each receive an average power of 10 W/cm². In the model worked out below, the first runs as a direct-current discharge at 400 V and grows a film at 221 nm/min. The second runs in short, intense pulses at 600 V and grows it at 94.5 nm/min. The same fraction of the outgoing material is collected in both cases. Why does the second film grow at only 43 % of the rate of the first?

The dense pulsed plasma ionizes many sputtered atoms close to the cathode. The cathode is negative, so it pulls some of these ions back, and they never reach the film. That is the main loss, but not the whole account. A returning ion carries current and sputters new atoms, and the two discharges run at different voltages. The size of the penalty therefore depends on what is held fixed in the comparison.

## Counting the atoms

Let $S$ be the number of atoms sputtered from the cathode per second. A fraction $\alpha$ of them is ionized near the cathode, and a fraction $\beta$ of those ions returns to it. Thus $\beta$ is a conditional fraction, and the number returned per sputtered atom is

$$p=\alpha\beta .$$

This product needs no assumption that ionization and return are independent. All ions are taken as singly charged, and neutral atoms are assumed not to return.

The emitted atoms divide into three groups:

- neutrals leaving: $S(1-\alpha)$;
- ions leaving: $S\alpha(1-\beta)$;
- ions returning: $S\alpha\beta=Sp$.

Let $\chi$ be the probability that a departing ion reaches the film, divided by the same probability for a neutral. Relative to a discharge with the same $S$ and no ionization, the deposition is

$$F=(1-\alpha)+\alpha(1-\beta)\chi .$$

For equal transport, $\chi=1$, and

$$F=1-\alpha+\alpha-\alpha\beta=1-p .$$

Ionization alone costs nothing here; the loss needs both ionization and return. I use $\chi=1$ from now on unless another value is stated.

The ionized share of the deposit is

$$\phi=\frac{\alpha(1-\beta)}{1-p}.$$

The neutral part of the deposit is $F(1-\phi)=1-\alpha$, so the two fractions can be recovered from $F$ and $\phi$:

$$\alpha=1-F(1-\phi),\qquad \beta=\frac{1-F}{\alpha}.$$

Here $F$ refers to fixed emission $S$. A rate ratio measured at fixed current or power is a different quantity and must first be converted.

## Sputtering by the returning ions

Let $G$ be the number of gas ions striking the cathode per second. A gas ion ejects $Y_g$ atoms on average, and a returning metal ion ejects $Y_m$. Metal ions arrive at the rate $pS$, so in a steady state

$$S=Y_gG+Y_m pS .$$

Collecting the terms in $S$ gives

$$S(1-pY_m)=Y_gG,\qquad S=\frac{Y_gG}{1-pY_m}.$$

The same result follows from generations. Gas ions eject $Y_gG$ atoms; the fraction $p$ of these returns and ejects $pY_m$ times as many; and so on. The geometric series $1+pY_m+(pY_m)^2+\dots$ converges for $pY_m<1$, which is the condition for the steady balance with a gas-ion supply.

For $pY_m>1$ each generation is on average larger than the last. In a random simulation with $\alpha=0.9$ and $\beta=0.8$, 1000 atoms were followed for 30 generations. With $Y_m=1.6$, so that $pY_m=1.152$, they became 73,966. With $Y_m=1.2$, so that $pY_m=0.864$, the number decays: the mean after 30 generations is $1000\times0.864^{30}\approx12$, and in this particular run none were left, which happens in about one run in ten. The current carried by the returning ions grows along with them. In a real discharge such growth must end, for example because the voltage falls and lowers $Y_m$, or because $p$ falls; both $Y_m$ and $p$ are constants here.

If $G$ were held fixed, the deposition ratio would be $(1-p)/(1-pY_m)$, which is below one only for $Y_m<1$. But a power supply controls current or power, not $G$.

## The penalty at fixed current

Each gas ion releases $\gamma_g$ electrons from the cathode on average, and each metal ion $\gamma_m$. An electron leaving and a positive ion arriving carry current in the same direction, so their contributions add:

$$\frac{I}{e}=(1+\gamma_g)G+(1+\gamma_m)pS .$$

Solve for the gas-ion rate,

$$G=\frac{I/e-(1+\gamma_m)pS}{1+\gamma_g},$$

and insert it in the sputter balance:

$$S=\frac{Y_g}{1+\gamma_g}\frac Ie-pS\,Y_g\frac{1+\gamma_m}{1+\gamma_g}+pS\,Y_m .$$

Moving the last two terms to the left gives

$$S\,(1+p\Delta)=\frac{Y_g}{1+\gamma_g}\frac Ie,\qquad
\Delta=Y_g\frac{1+\gamma_m}{1+\gamma_g}-Y_m .$$

Without ionization $p=0$, and the emission is $S_0=Y_gI/[e(1+\gamma_g)]$. Hence $S/S_0=1/(1+p\Delta)$. A fraction $1-p$ of $S$ leaves for good, so the deposition relative to no ionization, at the same current and voltage, is

$$\boxed{D_I=\frac{1-p}{1+p\Delta}} .$$

The numerator is the loss of returned atoms. The denominator corrects for the change of projectile: part of the current is now carried by metal ions instead of gas ions and their electrons. If $\Delta=0$, both kinds sputter equally well per unit of current, and $D_I=1-p$.

To obtain $p$ from a known $D_I$, write $D_I+D_Ip\Delta=1-p$, which gives

$$p=\frac{1-D_I}{1+D_I\Delta}.$$

The metal share of the ions striking the cathode follows from the same balances. With $G=S(1-pY_m)/Y_g$,

$$\frac{pS}{G+pS}=\frac{p}{(1-pY_m)/Y_g+p}=\frac{pY_g}{1+p(Y_g-Y_m)} .$$

## When ionization raises the rate

The denominator of $D_I$ can be written as

$$1+p\Delta=(1-pY_m)+pY_g\frac{1+\gamma_m}{1+\gamma_g},$$

which is positive when $pY_m<1$. We may therefore multiply by it without reversing an inequality. For $p>0$,

$$D_I<1\iff 1-p<1+p\Delta\iff \Delta>-1 .$$

There is a penalty at fixed current only under this condition. If metal ions sputter so much better than gas ions that $\Delta<-1$, the extra emission outweighs the loss.

Take $\alpha=0.5$, $\beta=0.6$, $Y_g=1.0$, $Y_m=2.4$, $\gamma_g=0.1$ and $\gamma_m=0$. Then $p=0.30$, $\Delta=1.0/1.1-2.4=-1.49$, and

$$D_I=\frac{0.70}{1-0.30\times1.49}=1.27 .$$

A simulation that follows the random generations of sputtered atoms, without using the balance equations, also gives 1.27.

A second limit is $pY_m\to1$, which requires $Y_m>1$ if some material is to escape. The gas-ion share of the current then vanishes. Setting $p=1/Y_m$ leaves $1+p\Delta=(Y_g/Y_m)(1+\gamma_m)/(1+\gamma_g)$, so

$$D_I\to\frac{(Y_m-1)(1+\gamma_g)}{Y_g(1+\gamma_m)} .$$

This is finite: at fixed current the emission cannot run away, although it does at fixed $G$.

## Fixed average power and pulses

Now let the ionizing discharge run at voltage $V$ and the reference at $V_0$, with equal average power $P$. The currents are $P/V$ and $P/V_0$. I take the electron yields as equal at both voltages and the sputter yields as proportional to the square root of voltage, a rough assumption for a few hundred volts; if the yields rise more steeply, the voltage penalty found below is smaller. All yields in $D_I$ are those at $V$. The extra factor is the ratio of gas-ion sputtering per unit power:

$$\frac{Y_g(V)/V}{Y_g(V_0)/V_0}=\sqrt{\frac{V}{V_0}}\;\frac{V_0}{V}=\sqrt{\frac{V_0}{V}} .$$

Therefore

$$\boxed{D_P=\frac{1-p}{1+p\Delta}\sqrt{\frac{V_0}{V}}} .$$

The square root is not caused by ionization. It is the price of running at higher voltage when the yield rises more slowly than the energy spent per ion.

In a pulsed discharge $p$ varies with time. If the voltage and the yields are constant while current flows, and the atoms' flight is short compared with the pulse, the balances can be integrated over a pulse. They keep their form with

$$\bar p=\frac{\int S(t)\,p(t)\,dt}{\int S(t)\,dt}.$$

The average is weighted by emission, so the intense part of the pulse counts most.

## Where alpha and beta come from

A simple model connects the two fractions to the plasma. Atoms leave a flat cathode with the Thompson energy distribution and a cosine angular distribution. With $E_b$ the surface binding energy and $\mu$ the cosine of the angle to the normal, the emitted flux has the probability densities

$$f(E)=\frac{2E_bE}{(E+E_b)^3},\qquad g(\mu)=2\mu .$$

What matters is the energy of motion along the normal, $w=E\mu^2$. At given $E>W$, the condition $w>W$ means $\mu>\sqrt{W/E}$, which has probability $\int_{\sqrt{W/E}}^1 2\mu\,d\mu=1-W/E$. Averaging over $E$,

$$P(w>W)=\int_W^\infty\frac{2E_b(E-W)}{(E+E_b)^3}\,dE .$$

Put $y=E-W$ and $a=E_b+W$, and split $y=(y+a)-a$:

$$\int_0^\infty\frac{y\,dy}{(y+a)^3}=\int_0^\infty\left[\frac1{(y+a)^2}-\frac a{(y+a)^3}\right]dy=\frac1a-\frac1{2a}=\frac1{2a}.$$

Hence

$$P(w>W)=\frac{E_b}{E_b+W},\qquad h(w)=-\frac{dP}{dW}\bigg|_{W=w}=\frac{E_b}{(E_b+w)^2} .$$

The atoms cross an ionization region of thickness $L$ without collisions. The electron density $n_e$ and rate coefficient $k$ are uniform, so the ionization frequency is $\nu=n_ek$. An atom of mass $M$ has normal speed $v=\sqrt{2w/M}$ and would spend a time $L/v$ in the region. With $\tau(w)=\nu L/v$, it is ionized with probability $1-e^{-\tau}$, so

$$\alpha=\int_0^\infty h(w)\left[1-e^{-\tau(w)}\right]dw .$$

Let the potential rise linearly by $U$ across the region, away from the cathode. An ion born at distance $x$ must climb the remaining barrier $eU(1-x/L)$. Measuring $w$ in eV and $U$ in V, it returns if $w<U(1-x/L)$, that is, if

$$x<L(1-w/U).$$

For $w>U$ no birthplace satisfies this. For $w<U$, the probability of ionization within that distance is $1-\exp[-\tau(1-w/U)]$. The returned fraction is therefore

$$p=\int_0^U h(w)\left\{1-e^{-\tau(w)(1-w/U)}\right\}dw,\qquad \beta=\frac p\alpha .$$

The integral keeps a correlation: slow atoms are more likely to be ionized and, as ions, more likely to return.

## Weak and strong ionization

When $\nu$ is small, $1-e^{-\tau}\approx\tau$. Write $t=w/E_b$ and let $\tau_b$ be $\tau$ at $w=E_b$, so that $\tau=\tau_b/\sqrt t$. Then

$$\alpha\approx\tau_b\int_0^\infty\frac{dt}{\sqrt t\,(1+t)^2}=\frac\pi2\tau_b .$$

The integral follows from the antiderivative $\sqrt t/(1+t)+\arctan\sqrt t$. For the returned fraction, let $u=U/E_b$. We also need the antiderivative of $\sqrt t/(1+t)^2$, which is $\arctan\sqrt t-\sqrt t/(1+t)$. Then

$$p\approx\tau_b\int_0^u\frac{1-t/u}{\sqrt t\,(1+t)^2}dt
=\tau_b\left[\left(1-\frac1u\right)\arctan\sqrt u+\left(1+\frac1u\right)\frac{\sqrt u}{1+u}\right].$$

The last term is $1/\sqrt u$. Dividing by $\alpha$,

$$\beta\to\frac2\pi\left[\left(1-\frac1u\right)\arctan\sqrt u+\frac1{\sqrt u}\right].$$

In the opposite limit $\nu\to\infty$, every atom is ionized at the cathode surface and faces the whole barrier. Then $\alpha\to1$ and

$$\beta\to p\to P(w<U)=\frac{U}{E_b+U} .$$

## The titanium example

The parameters are rough typical ones: $E_b=4.9$ eV, $L=2$ cm, $U=40$ V, $n_e=10^{13}$ cm⁻³ and $k=2\times10^{-8}$ cm³/s. Thus $\nu=2\times10^5$ s⁻¹. At $w=E_b$ the normal speed is 4.44 km/s, and

$$\tau_b=\frac{(2\times10^5\ \mathrm{s^{-1}})(0.02\ \mathrm m)}{4.44\times10^3\ \mathrm{m/s}}=0.90 .$$

The integrals give $\alpha=0.592$ and $\beta=0.875$, hence $p=0.518$. Random trajectories of atoms in three dimensions give 0.592, 0.876 and 0.518. Slightly more than half of the sputtered atoms return. Of the material that escapes, only 15 % is ionized, although 59 % of the emitted atoms were ionized.

At 600 V I take the rough yields $Y_g=0.6$ and $Y_m=0.7$, with $\gamma_g=0.1$ and $\gamma_m=0$. Then

$$\Delta=\frac{0.6}{1.1}-0.7=-0.155,\qquad \frac1{1+p\Delta}=\frac1{1-0.518\times0.155}=1.087 .$$

Per unit of current the metal ions sputter 28 % better than the gas ions with their electrons (0.7 against 0.6/1.1 = 0.545). They carry only part of the current, so emission rises by 9 %. This gain rests on the chosen yields, which are uncertain for titanium: the empirical Yamamura–Tawara formula gives about 0.54 for both ions and a gain of only 3 %, and a self-sputter yield below the argon yield, such as $Y_m=0.63$ with $Y_g=0.72$, turns it into a loss of 1 %. Metal makes up 33 % of the ions reaching the cathode. The penalties are

$$D_I=0.482\times1.087=0.524,$$

$$D_P=0.524\sqrt{400/600}=0.524\times0.816=0.428 .$$

The simulated generations, evaluated per joule, also give 0.428. If this ratio were misread as $1-p$, it would give $p=0.57$ instead of 0.52.

For the growth rate, take a film equal in area to the cathode, a collected fraction of 0.3 and a film density of 4.5 g/cm³, or $n=5.66\times10^{22}$ atoms/cm³. The current density in the reference is $10/400=0.025$ A/cm², and its gas-ion yield is $0.6\sqrt{400/600}=0.490$. Its growth rate is

$$\frac{0.3\times0.025\times0.490}{1.1\,e\,n}=3.68\times10^{-7}\ \mathrm{cm/s}=221\ \mathrm{nm/min}.$$

Multiplication by $D_P$ gives the 94.5 nm/min of the pulsed discharge.

## What changes the penalty

With everything else fixed, raising $U$ from 10 to 80 V leaves $\alpha$ at 0.592 but raises $\beta$ from 0.67 to 0.93. The fixed-emission factor $1-p$ falls from 0.61 to 0.45. A weaker potential drop would therefore help, provided that it could be obtained without changing the ionization.

The electron density has a stronger effect. At $10^{12}$, $10^{13}$ and $3\times10^{13}$ cm⁻³, $1-p$ is 0.89, 0.48 and 0.26. With the same yields and voltages, the corresponding $D_P$ is 0.74, 0.43 and 0.24.

Over this range $\alpha$ rises steeply, while $\beta$ falls slightly, from 0.90 to 0.87. The limits derived above put this in order. For weak ionization, $u=40/4.9=8.16$ gives $\beta\to0.91$, as found at $10^{11}$ cm⁻³. For very strong ionization, $\beta\to40/44.9=0.89$, which lies above the value 0.87 at $3\times10^{13}$ cm⁻³. In this model $\beta$ therefore passes through a minimum. Two effects compete: a denser plasma also ionizes fast atoms, which escape more easily, but it ionizes all atoms closer to the cathode, where the barrier is higher.

## The model beside a real discharge

The example lies in the regime of high-power impulse magnetron sputtering of titanium: several hundred volts, a few mTorr of argon and a dense plasma within centimetres of the cathode. Rates of roughly one third to four fifths of the direct-current rate at equal average power are typical of this method, as a rough guide, and the calculated 0.43 lies in that range. This is no precise confirmation, because the electron density was chosen, and a real one varies in space and during the pulse. The scan shows that this choice moves the result more than any neglected effect sized below.

One assumption that is clearly broken is flight without collisions. At 5 mTorr and 300 K, with a rough cross section of $2\times10^{-15}$ cm², the mean free path is 3.1 cm, comparable with $L$. I therefore let the neutral atoms make isotropic elastic collisions with argon atoms at rest, while the ions still fly freely. These trajectories return 0.61 ions per emitted atom instead of 0.52. Some neutrals now also return, in the reference as well, where 86 % get out. Comparing the two outflows gives $D_P=0.38$, a reduction of 11 % relative to 0.43. Hot, rarefied gas near a real cathode would collide less often, so I expect a smaller correction there.

Other effects are as follows.

- **High-energy tail.** The Thompson distribution was used without an upper limit, but no atom can leave with more energy than the incoming ion brought. With the usual cutoff factor $1-\sqrt{(E+E_b)/E_{\max}}$ and $E_{\max}=600$ eV, $p$ rises to 0.56 and $D_P$ falls to 0.39.
- **Ion transport.** If departing ions reach the film half as well as neutrals, $D_P$ falls to 0.39.
- **Ionization in the reference.** At $10^{11}$ cm⁻³ and the same potential drop, the reference loses 1 % itself. Measured against it, $D_P$ is 0.432 instead of 0.428. This density is at the low end for 0.025 A/cm²; a Bohm-flux estimate at 3.5 eV gives about $8\times10^{11}$ cm⁻³, where the reference loses 8 % and $D_P$ becomes 0.46.
- **Impact energy.** An ion born next to the cathode side of the region misses the 40 V drop. Its sputter yield is 3.4 % lower, the largest such reduction in this model.
- **Double ionization.** An ion starting at rest at the outer edge takes 3.15 µs to fall back through the region. With a rough rate coefficient of $10^{-9}$ cm³/s, it has a 3 % chance of losing a second electron.
- **Magnetic bending.** In 20 mT, an ion with the speed of an atom at the binding energy has a gyroradius of 11 cm, several times $L$. Its path bends only moderately within the region; the effect on $\beta$ was not calculated.

The values of the main example are in the numerical output that follows.

## Values computed for the example and the checks

```
binding energy 4.9 eV; region 2.0 cm; drop 40.0 V
electron density 1.0e+13 cm^-3; rate coeff. 2.0e-08 cm3/s
ionization frequency 2.00e+05 1/s
Ti speed at binding energy 4.44 km/s
tau at binding energy 0.900
voltage 600.0 V; reference voltage 400.0 V
yields at 600.0 V: gas 0.6, metal 0.7
gas-ion yield at 400.0 V: 0.490
electron yields: gas 0.1, metal 0.0
alpha 0.5920; trajectories 0.5918
beta 0.8752; trajectories 0.8757
p = alpha*beta 0.5182; trajectories 0.5183
fixed-emission factor 1-p 0.4818
ionized share of deposit 0.1533
p*Ym 0.3627; Delta -0.1545
emission factor 1/(1+p*Delta) 1.0870
metal share of cathode ions 0.3279
D_I fixed current and voltage 0.5238
voltage factor 0.8165
D_P fixed average power 0.4277
D_P from cascade 0.4282
power density 10.0 W/cm2; collected fraction 0.3
film density 4.5 g/cm3 = 5.661e+22 atoms/cm3
growth: reference 220.9, ionized 94.5 nm/min
gain case: alpha 0.5, beta 0.6, Yg 1.0, Ym 2.4, gg 0.1, gm 0
  D_I formula 1.2664, cascade 1.2668
runaway: 1000 atoms, 30 generations, alpha 0.9, beta 0.8
  Ym 1.2: p*Ym 0.864, final atoms 0
  Ym 1.6: p*Ym 1.152, final atoms 73966
drop V 10: alpha 0.5920 beta 0.6662 1-p 0.6056
drop V 20: alpha 0.5920 beta 0.7887 1-p 0.5331
drop V 40: alpha 0.5920 beta 0.8752 1-p 0.4818
drop V 80: alpha 0.5920 beta 0.9299 1-p 0.4495
density cm^-3 1e+11: alpha 0.0137 beta 0.9102 1-p 0.9875
density cm^-3 1e+12: alpha 0.1179 beta 0.9013 1-p 0.8937
density cm^-3 1e+13: alpha 0.5920 beta 0.8752 1-p 0.4818
density cm^-3 3e+13: alpha 0.8579 beta 0.8657 1-p 0.2573
gas 5.0 mTorr, 300.0 K, 1.61e+14 cm^-3
cross section 2.0e-15 cm2; free path 3.11 cm
with collisions: ions returned per emitted atom 0.6086
  fixed-emission factor 0.4211; D_P 0.3795
  neutral outflow without ionization 0.8604
reference at 1e+11 cm^-3: its own D_I 0.9891
  D_P against that reference 0.4324
ion transport half of neutral: D_P 0.3949
second ionization coeff. 1e-09 cm3/s
  ion fall time 3.15 us; probability 0.0310
ion gyroradius at 20.0 mT, binding energy: 11.0 cm
largest yield loss from birth inside drop 3.39 %
```
